Why equal porosity does not mean equal thermal conductivity in coatings

**The argument under review**

The submitted argument compares two ceramic coatings made of the same solid. Each contains 2 % of air-filled pores by volume. In one the pores are spheres; in the other they are flat cracks whose faces are perpendicular to the heat flow. The argument runs: air conducts poorly, so heat is carried by the solid; both coatings contain 98 % solid; therefore both have the same conductivity.

The second statement is true. The first is only roughly so: where a crack faces the flow, some heat also crosses the air, as shown below. Even if both are granted, the conclusion does not follow, because the volume of solid does not say how the temperature gradient is distributed between solid and pores. The comment below calculates that distribution.

**What has to be averaged**

Let the solid have conductivity k0 and the pore filling kp, and define

κ = kp/k0,  s = 1 − κ.

Let φ be the porosity and G = ∇T. I assume steady conduction, Fourier's law in both phases, and continuous temperature at the pore surfaces. With χ = 1 in the pores and χ = 0 in the solid, the local conductivity is k0(1 − sχ), and the heat flux is

q = −k0(1 − sχ)G.

Take the mean flow along z. Averaging the z component over the coating gives

q̄ = −k0(Ḡ − sφG_in),

where Ḡ is the mean gradient everywhere and G_in the mean gradient inside the pores. Rearranging,

Ḡ = −q̄/k0 + sφG_in.

The first term is the gradient that the same flux would need in dense solid. The second is the extra gradient due to the pores. It contains the pore volume φ, but multiplied by G_in. The argument under review would need G_in to be the same for both shapes.

**The gradient inside one pore**

Both shapes are spheroids with semi-axis c along z and radius a across it. Their aspect ratio is α = c/a: a sphere has α = 1 and a flat crack has α ≪ 1.

Place one pore in a solid whose distant gradient is G0 along z. Energy conservation, ∇·q = 0, gives

∇²T = ∇·(sχG).

The pore thus acts as a source of dipoles of density P = sG inside an otherwise uniform solid. Suppose first that P is uniform. We need the function Φ that obeys ∇²Φ = χ, since T′ = P ∂Φ/∂z then obeys ∇²T′ = P ∂χ/∂z, the required equation for the disturbance T′.

The decaying solution is

Φ(x) = −(1/4π)∫ dV′/|x − x′|,

taken over the pore. Differentiate it and use spherical coordinates centred on x, so that x′ = x + ρŝ and dV′ = ρ²dρ dΩ. The factors ρ² cancel:

∇Φ = −(1/4π)∫ ŝ ℓ(ŝ) dΩ,

where ℓ(ŝ) is the distance from x to the pore surface in direction ŝ.

Write the semi-axes as a_i. The surface is reached when Σ(x_i + ℓs_i)²/a_i² = 1, which is

Aℓ² + 2Bℓ + C = 0,

A = Σs_i²/a_i²,  B = Σx_i s_i/a_i²,  C = Σx_i²/a_i² − 1.

For an interior point C < 0, and the positive root is

ℓ = [−B + √(B² − AC)]/A.

Reversing ŝ changes the sign of B but not of A or C. The square-root term is therefore the same for opposite directions and cancels after multiplication by ŝ. What remains is −B/A. Products s_i s_j with i ≠ j integrate to zero by reflection symmetry, so

∂Φ/∂x_i = N_i x_i,

N_i = (1/4π)∫ (s_i²/a_i²)/A dΩ.

Hence T′ = N P z inside the pore, with N = N_z, and its gradient NP is uniform. The initial supposition is consistent, and the total interior gradient satisfies

G_in = G0 + NsG_in,

G_in = G0/(1 − Ns).

This is the solution: the difference δ between two solutions with the same distant gradient would satisfy ∫k|∇δ|²dV = 0, and so would have no gradient.

**The shape factor**

Put u = cos θ, with θ measured from z. Then

N = ∫₀¹ u² du/[u² + α²(1 − u²)].

With e² = 1 − α², the denominator is α² + e²u², and

u²/(α² + e²u²) = (1/e²)[1 − α²/(α² + e²u²)].

Integrating term by term gives

N = (1/e²)[1 − (α/e) arctan(e/α)].

For a sphere the integrand is simply u², so N = 1/3. For a flat crack, e → 1 and arctan(e/α) → π/2, so N ≈ 1 − πα/2.

The three N_i add to one, because the three terms in the numerator add to A. By symmetry each transverse factor is therefore (1 − N)/2.

A direct chord integration for α = 0.3, at the off-centre point x = 0.4a, z = 0.1a, gave N_z = 0.661350 and N_x = 0.169325. Both agreed with these formulas within 10⁻⁶.

**From one pore to a coating**

For many aligned pores I use a mean-field approximation: each pore responds as if its distant gradient were G_m, the mean gradient in the solid. Then

G_m = (1 − Ns)G_in,

Ḡ = (1 − φ)G_m + φG_in = [1 − (1 − φ)Ns]G_in.

Since q̄ = −kḠ defines the effective conductivity k, the flux average gives

k/k0 = 1 − sφG_in/Ḡ = 1 − φs/[1 − (1 − φ)Ns].

Define the extra resistance, relative to dense solid of the same thickness, as X = k0/k − 1. Combining the fractions,

X = φs/[1 − Ns + φNs − φs].

Because 1 − Ns = κ + s(1 − N), this becomes

X = φs/[κ + s(1 − N)(1 − φ)].

At fixed φ and κ, the shape enters through 1 − N. It is 2/3 for a sphere and about πα/2 for a crack facing the flow. That small number in the denominator is what the argument omits.

**Limits that separate volume from resistance**

For dilute, perfectly insulating pores, set κ = 0 and keep the first order in φ:

X = φ/(1 − N).

Spheres give X = 3φ/2. Flat cracks give X = 2φ/(πα). If there are n cracks per unit volume, then φ = (4π/3)a²c n = (4π/3)αna³, and

X = (8/3)na³.

The crack opening has cancelled. Thin insulating cracks can therefore add a finite resistance while their volume tends to zero. A numerical solution of the conduction equation for a nearly insulating crack with α = 0.001, in a cell of volume 1000a³, gave X/(na³) = 2.684, compared with 8/3 = 2.667.

Gas changes the limit. If α → 0 at fixed φ and fixed κ > 0, then N → 1 and

k0/k = 1 + φ(1 − κ)/κ = 1 − φ + φ/κ.

This is the resistance of solid and gas layers in series. Once πα/2 is much smaller than κ, further flattening at constant porosity changes little in this formula. The insulating-crack result requires the opposite condition, κ ≪ πα/2.

Orientation gives another case. If the same cracks are turned edge-on, with their faces parallel to the flow, N is replaced by (1 − N)/2, which is close to zero. Then k/k0 ≈ 1 − φs: the loss is close to the lost cross-section. The intuition behind the submitted argument suits this geometry, not cracks that face the flow.

**The two coatings with numbers**

Take rough values for a plasma-sprayed zirconia coating at 1273 K: k0 = 2.3 W/(m K) and air with kp = 0.080 W/(m K). Further digits below serve only for comparison with the check's output; the rough inputs do not support them as predictions. Thus κ = 0.0348 and s = 0.9652. Each crack has radius 10 µm and central opening 0.40 µm, so c = 0.20 µm and α = 0.020. A sphere of equal volume has radius 2.71 µm. Porosity, pore number and pore gas are held the same.

For the spheres,

X = (0.02 × 0.9652)/(0.0348 + 0.9652 × 0.6667 × 0.98) = 0.029.

For the cracks, 1 − N = 0.0306, and

X = (0.02 × 0.9652)/(0.0348 + 0.9652 × 0.0306 × 0.98) = 0.303.

The conductivities are 2.30/1.029 = 2.235 W/(m K) and 2.30/1.303 = 1.765 W/(m K). The cracks add about ten times as much resistance as the spheres. The factor of ten applies to the addition, not to the total resistance, which differs by about 27 %.

For a coating 250 µm thick carrying a fixed flux of 1 MW/m², the temperature drop is qL/k: 108.7 K if dense, 111.8 K with spheres and 141.6 K with cracks. Turned edge-on, the same cracks give 2.255 W/(m K) and a drop of 110.9 K.

The interior gradients show the mechanism. Relative to the mean gradient in the solid, G_m, the gradient is 1.47 times as large in a sphere and 15.54 times as large in a crack. The flux through the crack is still 0.0348 × 15.54 = 0.54 of the mean flux in the solid. (The solid touching a crack face carries the same normal flux as the gap, so there the gradient ratio is 1/κ ≈ 29.) With the ordinary conductivity of air, the crack is thus far from a perfect barrier, yet the temperature difference across its opening is 15.54 times that across the same thickness of solid at the mean gradient G_m.

Intermediate shapes fill the range. At 2 % porosity, aspect ratios of 0.30, 0.10 and 0.03 give 2.181, 2.061 and 1.842 W/(m K). The series limit is 1.479 W/(m K). To match the 2 % of cracks, the formula requires 17.7 % of spherical pores.

**How far the mean-field result can be trusted**

Numerical solutions for a single pore in a cell of volume 1000a³, with the example's κ, gave X/φ = 1.437 for the sphere and 15.04 for the crack. The formula gives 1.429 and 15.00. At the matching porosity of 17.7 %, a cell containing one sphere gave k/k0 = 0.7666, against 0.7676.

Orientation was tested in three dimensions with α = 0.3. Face-on and edge-on pores gave X/φ = 2.853 and 1.206, against 2.717 and 1.176 from the formula. The differences, 5 % and 3 %, are within the 10 % tolerance set for this test. They combine the stepped representation of the pore surface with the effect of the cubic arrangement at about 2 % porosity; the two were not separated.

The cracks in the example are not dilute: na³ = 0.239. Their arrangement therefore matters. Three cells with the same crack volume fraction, but different lateral and axial spacing, gave 1.685, 1.740 and 1.785 W/(m K). Relative to the mean-field X of 0.303, the extra resistance ranges from about 5 % lower to 20 % higher. In the same cells, spheres gave 2.236 to 2.242 W/(m K). These are three aligned stackings, and their spread is not a bound for other arrangements, regular or disordered. The trend continues beyond them: cracks stacked more closely in columns shield one another and add less resistance, while cracks that nearly touch side by side add more.

**What changes in a real coating**

For the cracked coating at atmospheric pressure, the largest correction calculated here comes from the gas. The mean crack opening is volume divided by face area, 4c/3 = 0.267 µm, while the mean free path in air at this temperature and atmospheric pressure is about 0.366 µm. Molecules then reach a wall with energy carried from about a free path away, or from the opposite wall, so the gas beside a wall is not at the wall's temperature. This can be represented by a temperature jump equal to the gas gradient times a length g. Assuming full thermal accommodation, g is about 0.58 µm. A gap d has a total temperature difference proportional to d + 2g, so

k_gap = kp/(1 + 2g/d) = 0.080/(1 + 2 × 0.58/0.267) ≈ 0.015 W/(m K).

In a sphere of radius r the corresponding factor is 1 + g/r, which gives 0.066 W/(m K). In the mean-field model, the cracked coating falls from 1.765 to 1.487 W/(m K), while the coating with spheres stays at 2.235 W/(m K) to the digits given. The correction strengthens the contrast: the flux through a crack falls from 0.54 to about 0.18 of the mean flux in the solid. It is an estimate, because the jump description is being used where the gap is smaller than the mean free path. Completely empty cracks would give 1.380 W/(m K) in the mean-field model. The mean free path and g vary inversely with the gas pressure in the pores, so this correction shrinks at engine pressures: at 20 atm, 2g/d is about 0.22, k_gap about 0.066 W/(m K), and the same formula gives about 1.72 W/(m K).

Far-field radiation between black crack faces adds 4σT³d = 0.000125 W/(m K) to the gap conductivity. Waves that tunnel between the faces can raise this by at most the square of the refractive index, a limit approached only when the gap is much narrower than the wavelength. With a rough index of 2.1 the upper estimate is 0.00055 W/(m K), about 4 % of the rarefied-gas value. Surface electromagnetic modes are left out; they would need to raise the far-field value about 120-fold to equal the gas. In a black spherical pore each wall element receives the average emission of the whole wall, so with interior gradient G the net flux is 4σT³rG cos θ and the equivalent conductivity is 4σT³r, about 0.0013 W/(m K). The value printed for the sphere in the output uses the plate formula with a gap 2r and is twice as large.

Radiation through the translucent solid is larger. For a refractive index n_r and extinction coefficient β, the diffusion estimate 16n_r²σT³/(3β), with a rough β of 30000 m⁻¹, is 0.092 W/(m K). The formula is meant for layers many times thicker than 1/β; this coating is only 7.5 times as thick, so the value shows the size of the effect and no more. This contribution should not be added equally to both coatings. Pores scatter light, and at equal volume these cracks present r/c ≈ 14 times as much area across the flow as the spheres. The resulting difference was not calculated. Convection is negligible, with a Rayleigh number near 10⁻¹⁰ in the spherical pore. The estimated phonon mean free path, 0.45 nm, is far below the pore radii and the central crack opening, which supports Fourier's law in the solid.

A real plasma-sprayed coating can have a porosity well above the 2 % used here, with mixed pore shapes and orientations. Crack faces can also touch, and sintering at high temperature can heal them. Contacts provide solid paths that this model omits. Their effect was not calculated, but it opposes that of gas rarefaction; healing that also removed the pore volume would return the conductivity to the dense value of 2.30 W/(m K), whereas cracks that only rounded into spheres of the same volume would return it to 2.235 W/(m K) in the mean-field model. The example isolates shape and is not a prediction for a particular coating.

**Requested correction**

The claim of equal conductivity should be withdrawn. Porosity can serve as an index within a series of coatings if pore size, shape, orientation, arrangement and filling stay fixed. Otherwise those quantities must be reported too. For thin cracks facing the flow, the useful measure is na³ when κ ≪ πα/2, together with the arrangement once na³ is not small; when the two are comparable, as here with the ordinary conductivity of air, the crack opening and the gas conductivity are needed as well. Rarefaction weakens the dependence on opening: the gap conductance per unit area, k_gap/d = kp/(d + 2g), changes little with d when 2g is much larger than d. In the example at atmospheric pressure 2g is about four times d, so at fixed na³ the opening matters much less than it would with ordinary air, although the gas still carries heat. At pore pressures of tens of atmospheres 2g falls below d and the opening matters again. The numerical output below gives the main computed values used in this comment.

Computed values

```
Temperature: 1273 K; porosity: 2.0 %
Solid k0: 2.30 W/(m K); air: 0.080 W/(m K)
Pore/solid conductivity ratio kappa: 0.0348
Crack radius: 10.0 um; central opening: 0.40 um
Crack aspect ratio alpha: 0.020
Equal-volume sphere radius: 2.71 um
Crack density n a^3: 0.239
Shape factor N: sphere 0.3333, crack 0.9694
Crack (1-N): 0.0306; pi alpha/2: 0.0314
Pore/solid gradient ratio, sphere: 1.47
Pore/solid gradient ratio, crack: 15.54
dense: k=2.300 W/(m K), X=0.0000, drop=108.7 K
spheres: k=2.235 W/(m K), X=0.0290, drop=111.8 K
cracks: k=1.765 W/(m K), X=0.3028, drop=141.6 K
edge-on cracks: k=2.255 W/(m K), X=0.0200, drop=110.9 K
Coating: 250 um; heat flux: 1.0 MW/m^2
Extra-resistance ratio crack/sphere: 10.44
Spherical porosity matching cracks: 17.7 %
Same porosity, alpha=1.00: k=2.235 W/(m K)
Same porosity, alpha=0.30: k=2.181 W/(m K)
Same porosity, alpha=0.10: k=2.061 W/(m K)
Same porosity, alpha=0.03: k=1.842 W/(m K)
Series-layer limit at same porosity: 1.479 W/(m K)
Chord test alpha=0.3: Nz=0.661350, Nx=0.169325
Dilute sphere X/phi: numeric 1.437, formula 1.429
Dilute crack X/phi: numeric 15.040, formula 15.000
Thin insulating crack X/(n a^3): numeric 2.684, formula 2.667
Matching spheres k/k0: numeric 0.7666, formula 0.7676
3D alpha=0.3 face-on X/phi: numeric 2.853, formula 2.717
3D alpha=0.3 edge-on X/phi: numeric 1.206, formula 1.176
Cell R/a=1.10, H/a=1.102: crack k=1.685, sphere k=2.236 W/(m K)
Cell R/a=1.25, H/a=0.853: crack k=1.740, sphere k=2.239 W/(m K)
Cell R/a=1.40, H/a=0.680: crack k=1.785, sphere k=2.242 W/(m K)
Air mean free path: 0.366 um; mean crack opening: 0.267 um
Rarefied gas k: crack 0.0150, sphere 0.0659 W/(m K)
Coating k with rarefied gas: cracks 1.487, spheres 2.235 W/(m K)
Coating k with empty cracks: 1.380 W/(m K)
Far-field radiation k: crack 0.000125, sphere 0.00254 W/(m K)
Crack radiation times index squared: 0.000550 W/(m K)
Rough solid index: 2.1; extinction: 30000 1/m
Radiative k through translucent solid: 0.092 W/(m K)
Estimated phonon mean free path: 0.45 nm
Rayleigh number in spherical pore: 9.9e-11 (dimensionless)
```
